From Klich's determinant to the Levitov-Lesovik formula and binomial charge transfer

At zero temperature, a scatterer with one channel that transmits each electron of one spin direction with probability 0.2, biased by 0.001 eV and watched for 1 ns, passes 48.36 electrons on average, and the third cumulant of the count is +23.21 to leading order in time. Raise the transmission to 0.8 at the same bias and time, and the third cumulant becomes −23.21 to the same order. Terms growing as ln t shift both values upward, by roughly 0.1 and 0.3 at this number of attempts in the time-slot model described below, so the antisymmetry holds only to about one percent at finite time. The equal size and opposite sign follow from the law of the count, which to leading order in time is that of independent attempts, each with two outcomes.

The electrons do not interact and have one spin direction and one channel. Two leads, L and R, meet at a scatterer with unitary matrix s, independent of energy, and T = |s_RL|² is the transmission probability. Atomic units are used, with ħ = e = 1, and charge is counted in electrons. The leads start uncorrelated. Let N_R be the number of electrons in R, measured at times 0 and t, and let Q be the second result minus the first. The generating function is χ(λ) = ⟨e^{iλQ}⟩, and the cumulant C_k is the k-th derivative of ln χ with respect to x = iλ at x = 0. Thus C₁ is the mean, C₂ the variance and C₃ the third central moment.

Let Π_m project on N_R = m, let ρ be the initial state and U the evolution operator. The probability of finding first m and then m′ is Tr[Π_m′ U Π_m ρ Π_m U†]. Since ρ commutes with N_R, the sum of e^{−iλm}Π_mρΠ_m over m is ρe^{−iλN_R}. The sum over m′ supplies e^{iλN_R}, so cyclic invariance of the trace gives

χ(λ) = Tr[ρ e^{−iλN_R} U† e^{iλN_R} U].

Each factor is the exponential of a quadratic form Γ(A) = Σ A_ij c†_i c_j. To evaluate the trace, take finite leads first. From [Γ(A), c†_φ] = c†_{Aφ} it follows that

e^{Γ(A)} c†_φ e^{−Γ(A)} = c†_{φ′}, with φ′ = e^A φ.

As Γ(A) annihilates the vacuum, e^{Γ(A)} acts on a many-electron product state by applying e^A to every orbital. Two such operators in succession apply the product of their one-particle matrices. Hence e^{Γ(A)}e^{Γ(B)}e^{Γ(C)} applies M = e^A e^B e^C to every orbital. If M has a basis of eigenvectors with eigenvalues m_i, the product states built from them are eigenstates, and each set of occupied orbitals contributes the product of its m_i. Summing over all sets gives Π_i(1+m_i), which is Klich's formula:

Tr(e^{Γ(A)}e^{Γ(B)}e^{Γ(C)}) = det(1 + e^A e^B e^C).

The eigenvectors need not be orthogonal, since a trace does not depend on the basis. Both sides are polynomials in the entries of M, so continuity covers matrices without a full set of eigenvectors. The same argument holds for any number of factors.

Now write ρ = e^{−Γ(h)}/Z, where h commutes with the one-particle projector q on lead R. Let u be the one-particle evolution. Klich's formula gives Z = det(1+e^{−h}) and

χ = det(1+e^{−h}w)/det(1+e^{−h}), w = e^{−iλq}u†e^{iλq}u.

With the occupation matrix n = (1+e^h)⁻¹ we have (1+e^{−h})⁻¹ = 1−n and (1+e^{−h})⁻¹e^{−h} = n. Therefore

χ = det(1 − n + n w).

At zero temperature n projects on the occupied orbitals. The rows of 1−n+nw belonging to empty orbitals are those of the unit matrix, so the determinant reduces to the occupied block of w. There e^{−iλq} gives the factor e^{−iλN_R(0)}, because n and q commute. Since e^{iλq} = 1+(e^{iλ}−1)q, what remains is

χ = e^{−iλN_R(0)} det[1+(e^{iλ}−1)G], G = n u†q u n,

with the determinant taken over occupied orbitals. The eigenvalues p_j of G lie between 0 and 1, so the determinant is Π_j[1+p_j(e^{iλ}−1)]. At any finite time the final number in R is thus a sum of independent yes-or-no trials, with probabilities that generally differ. The binomial law needs more: in the long-time limit the trials that matter must share one probability T.

To reach that limit, label an incoming electron by the time τ at which it arrives at the scatterer. These states are Fourier transforms of the energy states, and because s does not depend on energy, it acts at each τ separately. Arrivals between 0 and t are scattered by s; other electrons stay in their own lead. Free motion commutes with q and cancels from w. If P projects on 0 < τ < t, then w = 1+PD, where

D = W − 1, W = e^{−iλq}s†e^{iλq}s,

are 2×2 matrices in the lead index. The occupation is diagonal in that index, with the kernel

n_α(τ−τ′) = ∫ dE/2π f_α(E)e^{−iE(τ−τ′)}.

The model continues the spectrum to all energies, but f_α vanishes below a finite band bottom, so every trace needed is finite. Because D commutes with P, and det(1+XY) = det(1+YX), we obtain

χ = det(1+PAP), A = nD.

For small λ the norm d = ‖D‖ is below one, and ‖A‖ ≤ d since 0 ≤ n ≤ 1. The logarithm can then be expanded:

ln χ = Σ_{k≥1} [(−1)^{k+1}/k] Tr(PAP)^k.

In an infinitely long window the inner projectors would have no effect. Their effect in a finite window can be bounded. With P̄ = 1−P, repeated use of 1 = P+P̄ gives

PA^kP − (PAP)^k = Σ_{j=1}^{k−1}(PAP)^{j−1} PAP̄ A^{k−j}P,

P̄A^mP = Σ_{i=0}^{m−1}(P̄AP̄)^i P̄AP A^{m−1−i}P.

Each term in the first sum contains one passage out of the window and, by the second, one passage back. Let ‖·‖₂ be the Hilbert-Schmidt norm, the square root of the summed squared matrix elements, and define the leakage

ℓ_α = ‖Pn_αP̄‖₂², ℓ = ℓ_L + ℓ_R.

Both PAP̄ and P̄AP have Hilbert-Schmidt norm at most d√ℓ. The j-th term is then at most (k−j)d^kℓ, and summing over j gives

|Tr(PAP)^k − Tr PA^kP| ≤ [k(k−1)/2] d^k ℓ.

After division by k and summation, the total error in ln χ is at most ℓd²/[2(1−d)²].

The leakage is an integral over the time difference y. The pairs with τ inside the window and τ+y outside have measure min(|y|,t), so

ℓ_α = ∫ dy |n_α(y)|² min(|y|,t).

Since ∫dy|n_α|² = ∫dE f_α²/2π is finite and min(|y|/t,1) tends to zero at each fixed y, ℓ_α/t tends to zero. For states completely filled over an energy range of width B and empty outside it, |n_α|² = sin²(By/2)/(π²y²). The average of the sine squared is 1/2 and there are two signs of y, so ℓ_α = ln(Bt)/π² + O(1). Doubling the window should add (ln 2)/π² = 0.0702 per lead, and a test on discrete time slots confirms this growth.

The remaining traces are simple, because A^k depends on time differences alone:

Tr PA^kP = t ∫ dE/2π tr[f(E)D]^k, f = diag(f_L,f_R).

Resumming the series gives

ln χ = t ∫ dE/2π ln det[1+f(E)D] + O(ℓ).

The error is analytic in a disc around λ = 0 and uniformly bounded there by a constant times ℓ. Cauchy's formula for derivatives then bounds its contribution to each cumulant in the same way. Every cumulant therefore has the leading growth given by the integral.

The 2×2 determinant can now be written out. Unitarity gives |s_LL|² = |s_RR|² = 1−T and |s_LR|² = T, so

W_LL = |s_LL|²+e^{iλ}|s_RL|² = 1+T(e^{iλ}−1),
W_RR = e^{−iλ}(|s_LR|²+e^{iλ}|s_RR|²) = 1+T(e^{−iλ}−1).

Also det W = e^{−iλ}e^{iλ}|det s|² = 1. Consequently det D = det W − tr W + 1 = 2 − tr W = −(D_LL+D_RR), and

det(1+fD) = 1+f_LD_LL+f_RD_RR+f_Lf_R det D
= 1+f_L(1−f_R)D_LL+f_R(1−f_L)D_RR.

Inserting D_LL and D_RR gives the Levitov-Lesovik formula:

ln χ = t ∫ dE/2π ln{1 + T[f_L(1−f_R)(e^{iλ}−1) + f_R(1−f_L)(e^{−iλ}−1)]} + o(t).

An energy interval dE supplies t dE/2π attempts. Each can transfer an electron to the right, transfer one to the left, or leave the count unchanged. The factors 1−f express Pauli exclusion: when both incoming states are filled, both outgoing states are filled as well, and no net charge passes.

At zero temperature let the chemical potential of L exceed that of R by V > 0. Below both potentials f_L = f_R = 1 and the logarithm vanishes; above both it vanishes too. Between them f_L = 1 and f_R = 0, so

ln χ = N ln[1+T(e^{iλ}−1)] + O(ln t), N = Vt/2π.

Restoring units turns N into eVt/(2πħ) = eVt/h. To find the cumulants, differentiate ln[1+T(e^x−1)] once and call the result p(x):

p = Te^x/[1+T(e^x−1)], p(0) = T.

The quotient rule gives p′ = p−p² = p(1−p), and hence p″ = p′(1−2p) = p(1−p)(1−2p). At x = 0,

C₁ = NT, C₂ = NT(1−T), C₃ = NT(1−T)(1−2T),

each up to O(ln t). The expression T(1−T)(1−2T) is thus the third cumulant per attempt; the cumulant of charge in ordinary units carries a further factor (−e)³, because each electron has charge −e. Two independent spin directions with the same T double every cumulant, and further channels that do not mix add theirs, because the determinant factorizes.

For integer N the leading term of χ is (1−T+Te^{iλ})^N, whose coefficients are binomial probabilities. For noninteger N and 0 < T < 1/2 the expansion in powers of e^{iλ} has a negative coefficient at power ⌊N⌋+2, so the leading term alone is not a probability distribution. The binomial statement concerns the leading growth of the cumulants. Nor does the expansion about λ = 0 extend unchanged to all real λ: at T = 1/2 the leading logarithm diverges at λ = π.

In the opening example N = (10⁻¹² eV s)/h = 241.8. The mean is 241.8 × 0.2 = 48.36, the variance 48.36 × 0.8 = 38.69, and the third cumulant 38.69 × 0.6 = 23.21. The variance is below the mean because the attempts arrive in a filled, regular stream and the randomness comes from the choice between transmission and reflection. Exchanging T and 1−T exchanges the statistics of transmitted and reflected electrons. In the binomial law one count is N minus the other, which preserves the variance and reverses the third cumulant. At T = 1/2 the leading third cumulant vanishes. For T → 0 at fixed NT, all leading cumulants approach NT, the Poisson law of rare events. For T → 1 the leading C₂ and C₃ vanish, and the variance is then set by the terms dropped so far.

Those terms can be followed for the variance. Expand D = xD₁+x²D₂/2+…, with D₁ = s†qs−q and D₂ = s†qs−2qs†qs+q. The diagonal elements of D₁ are T and −T, its off-diagonal elements have squared modulus T(1−T), and both diagonal elements of D₂ are T. The coefficient of x²/2 in ln det(1+PnDP) is

C₂ = Tr(PnD₂P) − Tr(PnD₁P)².

At zero temperature put g_α = Tr Pn_αP. Because n_α is a projector, Tr(Pn_αP)² = g_α−ℓ_α. Because the states filled in R are also filled in L at the same energies, Tr(Pn_LPn_RP) = g_R−m, where m = Tr(Pn_LP̄n_RP). Here n_L and n_R are compared as functions of energy, without the lead index. Thus

C₂ = T(g_L+g_R) − T²(g_L+g_R−ℓ) − 2T(1−T)(g_R−m)
= T(1−T)(g_L−g_R) + T²ℓ + 2T(1−T)m.

Since g_L−g_R = N, the first term is the binomial variance. Each ℓ_α grows as (ln t)/π². In m the two kernels share the edge at the band bottom but have different Fermi edges; the nonoscillating part of n_L(y)n_R(−y) is 1/(4π²y²), half that of |n_α|², so m grows as (ln t)/(2π²). The logarithmic excess is therefore

[2T²+T(1−T)](ln t)/π² = (T+T²)(ln t)/π².

The slot model has T = 0.3 and the lowest 0.55 and 0.30 of the band filled in L and R. One slot lasts h divided by the bandwidth, so 64 slots contain 64 × 0.25 = 16 attempts. The binomial variance is 3.360, while the determinant gives 3.615. For 128 slots the values are 6.720 and 7.002. The excess has grown from 0.255 to 0.282, by 0.027, in agreement with 0.39(ln 2)/π² = 0.027. The part proportional to T comes from the sharp band bottom, and the part proportional to T² from the two Fermi edges. The band-bottom part belongs to this model, in which an energy-independent s acts abruptly on a band with a sharp lower edge; if the occupation is switched on smoothly at the bottom, only T²(ln t)/π² remains. It is also absent in the tight-binding junction below. There the variance exceeds its leading value by 0.035, 0.041 and 0.045 at the three times, a growth of about 0.005 per doubling, close to T²(ln 2)/π² = 0.006 with T = 0.282 at the Fermi edges and far from the 0.025 that T+T² would give. For a perfect chain, T = 1, the variance grows roughly as (ln t)/π², not 2(ln t)/π².

If a cumulant has the form C(t) = at+b ln t+c, then

C(4t)−2C(2t)+C(t) = at,

because the constants cancel as 1−2+1 and the logarithms as ln 4−2 ln 2. For t equal to 64 slots this combination gives 4.800, 3.360 and 1.344 for the first three cumulants, which are the binomial values to the digits shown.

A tight-binding junction tests the result without assuming scattering at a single instant. Two chains of 300 sites, with hopping amplitude −1 eV, are joined by a bond of amplitude −0.3 eV. They start separate, with 180 and 120 filled orbitals, and the cumulants are computed from the eigenvalues of G after real-time evolution. Let E = −2cos k in eV and let b = 0.3 be the ratio of the bonds. With incoming and reflected waves e^{ikj}+re^{−ikj} for j ≤ 0 and a transmitted wave Se^{ikj} for j ≥ 1, the equations at the two end sites require

e^{ik}+re^{−ik} = bSe^{ik}, S = b(1+r).

Eliminating r gives S = b(e^{−ik}−e^{ik})/(e^{−ik}−b²e^{ik}), and so

T(E) = |S|² = 4b²sin²k/|1−b²e^{2ik}|².

It falls from 0.303 at the band centre to 0.282 at the edges of the bias window, ±0.616 eV. The derivation above took T constant. For this slow variation it is natural to place T(E) inside the energy integral. The comparison checks the average transmission but not the effect of its energy dependence: a constant T equal to the average over the window would give the same three cumulants to within 0.001. At 30, 60 and 120 ħ/eV the third cumulant is 0.589, 1.100 and 2.108. The combination that isolates linear growth gives 0.497, against 0.500 from the energy integral. The first two cumulants give 1.743 and 1.225, against 1.743 and 1.226. The test allows a difference of 0.03 for each. At the shortest time the full third cumulant, 0.589, is still 18 percent above the leading value. The fastest electrons move two sites per ħ/eV and need 300 ħ/eV to reach a far end and return, so no echo reaches the junction in these runs.

Temperature Θ sets another limit on the binomial law. Let a = Tf_L(1−f_R) and c = Tf_R(1−f_L) be the probabilities of transfer to the right and left. The variance per attempt is a+c−(a−c)², with a−c = T(f_L−f_R). The identity

f_L(1−f_R)+f_R(1−f_L) = f_L(1−f_L)+f_R(1−f_R)+(f_L−f_R)²

is verified by expanding both sides. Let F be its left side. Then the variance per attempt is

T²[f_L(1−f_L)+f_R(1−f_R)] + T(1−T)F.

For a Fermi function f(1−f) = −kΘ df/dE, whose integral is kΘ. Also f_R(1−f_L) = e^{−V/kΘ}f_L(1−f_R), while the difference of these two products is f_L−f_R. Their sum is therefore F = (f_L−f_R)coth(V/2kΘ), which integrates to V coth(V/2kΘ). Hence, to leading order in t,

C₂ = (t/2π)[2kΘT²+T(1−T)V coth(V/2kΘ)].

At V = 0 this becomes tkΘT/π, the equilibrium thermal noise; for kΘ ≪ (1−T)V it returns to the binomial variance.

At T = 0.2 the third cumulant is more sensitive than the variance. For kΘ ≪ V, transfers to the left are exponentially rare. Near the Fermi edge of L an attempt succeeds with probability Tf, where f = f_L, and its third cumulant is Tf−3T²f²+2T³f³. Relative to a sharp step, the integral of f is unchanged, that of f² changes by −kΘ, and that of f³ by −3kΘ/2, since f−f³ = f(1−f)(1+f). The edge adds 3T²(1−T)kΘ. The edge of R adds the same, with 1−f_R in place of f, so

C₃ ≈ NT(1−T)(1−2T) + 6NT²(1−T)kΘ/V.

For kΘ = 0.0001 eV in the opening example the correction is 241.8 × 0.192 × 0.1 = 4.64, which raises C₃ from 23.21 to about 27.9; the full energy integral gives 27.85. This is a 20 percent increase, while the variance rises by 5 percent, from 38.69 to 40.63. Relative to the zero-temperature value the correction to C₃ is 6TkΘ/[V(1−2T)]. Near T = 1/2 a small ratio kΘ/V is therefore not enough: the thermal term must also be small compared with a third cumulant that is itself close to zero. The numerical output lists these values and those at kΘ = 0.00001 eV, where C₃ is 2 percent above its zero-temperature value.

Numbers as computed

```
Fock trace against determinant, relative error: 5.2e-16
two-count chi against determinant, error: 5.6e-16
2x2 determinant against integrand, error: 5.8e-16
Time-slot model (cumulants C1, C2, C3)
band filling left, right: 0.55, 0.30; T = 0.30
C1..C3 for 64 slots: 4.8000, 3.6146, 1.4604 electrons^k
leading binomial law, 64 slots: 4.8000, 3.3600, 1.3440 electrons^k
C1..C3 for 128 slots: 9.6000, 7.0020, 2.8177 electrons^k
leading binomial law, 128 slots: 9.6000, 6.7200, 2.6880 electrons^k
C1..C3 for 256 slots: 19.2000, 13.7494, 5.5190 electrons^k
leading binomial law, 256 slots: 19.2000, 13.4400, 5.3760 electrons^k
linear part for 64 slots, from determinant: 4.8000, 3.3600, 1.3440 electrons^k
leakage growth on doubling the window, left, right: 0.0702, 0.0702 (no unit)
predicted leakage growth ln2/pi^2: 0.0702 (no unit)
Tight-binding junction, hopping 1 eV
sites per lead: 300; weak bond: 0.30 eV
filled orbitals left, right: 180, 120
chemical potentials left, right: 0.6160, -0.6160 eV
transmission at band centre: 0.3030
transmission at window edge: 0.2824
C1..C3 at time 30 hbar/eV: 1.7199, 1.2616, 0.5890 electrons^k
C1..C3 at time 60 hbar/eV: 3.4624, 2.4930, 1.1000 electrons^k
C1..C3 at time 120 hbar/eV: 6.9476, 4.9495, 2.1081 electrons^k
linear part for 30 hbar/eV, from evolution: 1.7426, 1.2250, 0.4970 electrons^k
linear part for 30 hbar/eV, from formula: 1.7425, 1.2262, 0.4996 electrons^k
Worked example
T = 0.20; bias energy = 0.0010 eV; time = 1.0 ns
number of attempts N: 241.799
zero-temperature C1..C3: 48.3598, 38.6878, 23.2127 electrons^k
Fano factor C2/C1: 0.8000; C3/C1: 0.4800
C3 for T = 0.8, same N: -23.2127 electrons^3
C1..C3 at thermal energy 0.00001 eV: 48.3598, 38.8813, 23.6770 electrons^k
C1..C3 at thermal energy 0.00010 eV: 48.3598, 40.6257, 27.8514 electrons^k
```
